# Why ternary diffusion paths end along the fast eigenvector

**Question.** Two ternary alloys are joined and annealed. The compositions found across the diffusion zone, plotted against each other without their positions, form a curve called the diffusion path. Why does this curve arrive at each terminal composition along the eigenvector of the diffusion matrix with the larger eigenvalue, even when the two terminal compositions differ in quite another direction?

**Answer.**

## The mechanism: two disturbances with different reach

Far from the joint, the alloy still has nearly its original composition. What has changed there is what diffusion has managed to carry so far. In a ternary alloy the disturbance consists of two independent parts, each a fixed combination of composition changes that spreads with its own diffusivity. Both parts become small far away, but the slowly spreading part becomes small much sooner. The last trace of change before the unaltered alloy is therefore almost purely the fast combination, and its direction in composition space is the direction of the path.

The word "fast" refers to a combination of species and need not name a single species. To make the argument quantitative, we must find the combinations and compare their tails.

## Separating the two parts

Let \(c=(c_1,c_2)\) be the mole fractions of two independent species; the third is \(1-c_1-c_2\). Assume constant molar volume, one phase, and a constant interdiffusion matrix \(D\). With the flux divided by the total molar concentration,

\[
J=-D\,\frac{\partial c}{\partial x},\qquad
\frac{\partial c}{\partial t}=D\,\frac{\partial^2 c}{\partial x^2}.
\]

The couple is infinite. Initially \(c=c_L\) for \(x<0\) and \(c=c_R\) for \(x>0\).

Assume that \(D\) has distinct positive eigenvalues \(D_f>D_s\). Real positive eigenvalues are what a stable phase supplies. There \(D=MG\), with \(M\) a symmetric positive mobility matrix and \(G\) the symmetric positive curvature matrix of the free energy. Then \(M^{-1/2}DM^{1/2}=M^{1/2}GM^{1/2}\) is symmetric and positive, and it has the same eigenvalues as \(D\). That they are distinct is a separate assumption.

Scale the eigenvectors as \(v_f=(1,s_f)\) and \(v_s=(1,s_s)\), so that \(s_f\) and \(s_s\) are slopes in the \((c_1,c_2)\) plane. If an eigenvector has no first component, another choice of independent species avoids the difficulty. Now write

\[
c_L-c_R=a_fv_f+a_sv_s,\qquad
c(x,t)=c_R+u_fv_f+u_sv_s .
\]

Insert this into the diffusion equation. Since \(Dv_i=D_iv_i\) and the two eigenvectors are linearly independent, their coefficients must balance separately:

\[
\frac{\partial u_i}{\partial t}=D_i\frac{\partial^2u_i}{\partial x^2},\qquad i=f,s .
\]

Each \(u_i\) starts as a step from \(a_i\) on the left to zero on the right. The problem contains no length of its own, so try \(u_i=F(\zeta)\) with \(\zeta=x/(2\sqrt{D_it})\). Then

\[
\frac{\partial u_i}{\partial t}=-\frac{\zeta}{2t}F',\qquad
D_i\frac{\partial^2u_i}{\partial x^2}=\frac{F''}{4t},
\]

and hence \(F''=-2\zeta F'\). One integration gives \(F'\propto e^{-\zeta^2}\). A second, with \(F(\infty)=0\) and \(F(-\infty)=a_i\), gives

\[
u_i=\frac{a_i}{2}\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{D_it}}\right),\qquad
\mathrm{erfc}(y)=\frac{2}{\sqrt\pi}\int_y^\infty e^{-p^2}dp .
\]

The left end needs no new calculation. Because \(\mathrm{erfc}(-y)=2-\mathrm{erfc}(y)\), the departure from \(c_L\) at \(-x\) is minus the departure from \(c_R\) at \(x\). The slopes are the same at both ends.

## Comparing the tails

Define

\[
z=\frac{x}{2\sqrt{D_ft}},\qquad r=\sqrt{\frac{D_f}{D_s}}>1,\qquad
\rho=\frac{u_s}{u_f}=\frac{a_s}{a_f}\,\frac{\mathrm{erfc}(rz)}{\mathrm{erfc}(z)},
\]

with \(a_f\neq0\). The straight chord from \(c_R\) to a point on the path has slope

\[
\frac{c_2-c_{2R}}{c_1-c_{1R}}
=\frac{s_fu_f+s_su_s}{u_f+u_s}
=\frac{s_f+\rho s_s}{1+\rho}.
\]

Subtracting \(s_f\) shows what must vanish:

\[
\frac{s_f+\rho s_s}{1+\rho}-s_f=\frac{\rho\,(s_s-s_f)}{1+\rho}.
\]

It is not enough that both complementary error functions go to zero; their ratio must do so. Substitute \(p=rs\) in the slow tail, for \(z\ge0\):

\[
\mathrm{erfc}(rz)=\frac{2r}{\sqrt\pi}\int_z^\infty
e^{-s^2}\,e^{-(r^2-1)s^2}\,ds .
\]

Throughout the integral \(s\ge z\), so the second exponential is no larger than its value at \(s=z\). Taking that value outside leaves the fast tail:

\[
\frac{\mathrm{erfc}(rz)}{\mathrm{erfc}(z)}
\le r\,e^{-(r^2-1)z^2}
= r\exp\!\left[-\frac{x^2}{4t}\left(\frac1{D_s}-\frac1{D_f}\right)\right].
\]

The right side goes to zero as \(x\to\infty\) at fixed \(t\). Therefore \(\rho\to0\), and the chord turns onto \(v_f\).

The bound proves the limit but overstates the size of the ratio. Integration by parts gives the sharper estimate. Writing \(e^{-p^2}=(2p\,e^{-p^2})/(2p)\) and integrating twice,

\[
\mathrm{erfc}(z)=\frac{e^{-z^2}}{z\sqrt\pi}
\left[1-\frac1{2z^2}+O(z^{-4})\right].
\]

Use the same expression with \(rz\) in place of \(z\), and divide:

\[
\frac{\mathrm{erfc}(rz)}{\mathrm{erfc}(z)}
=\frac{e^{-(r^2-1)z^2}}{r}
\left[1+\frac{1-r^{-2}}{2z^2}+O(z^{-4})\right].
\]

The algebraic factor is \(1/r\), whereas the bound has \(r\). The exponential, which decides the limit, is the same.

## The tangent and the shape of the path

The local tangent follows from the gradients

\[
\frac{\partial u_i}{\partial x}
=-\frac{a_i}{2\sqrt{\pi D_it}}\,e^{-x^2/(4D_it)} .
\]

Their ratio is

\[
m=\frac{\partial u_s/\partial x}{\partial u_f/\partial x}
=\frac{a_s}{a_f}\,r\,e^{-(r^2-1)z^2},
\qquad
\frac{dc_2}{dc_1}=\frac{s_f+ms_s}{1+m}.
\]

This holds at every \(x\) in the constant-\(D\) model; where \(m=-1\), which can occur if \(a_s/a_f<0\), the slope is infinite and the path is simply vertical in the \((c_1,c_2)\) plane. At the centre the slow part is favoured by the factor \(r\), because a profile that has spread less is steeper. Towards either end the exponential removes it. The tangent thus turns from a direction in which \(v_s\) has more than its share of the terminal difference to \(v_f\), which is why the path generally bends between its ends.

One can also eliminate position. Let \(q_f=\mathrm{erfc}(z)\) and \(q_s=\mathrm{erfc}(rz)\). From the leading tails, \(q_f^{r^2}\approx e^{-r^2z^2}/(z\sqrt\pi)^{r^2}\) and \(q_s\approx e^{-r^2z^2}/(rz\sqrt\pi)\), so

\[
q_s\approx\frac{(z\sqrt\pi)^{r^2-1}}{r}\,q_f^{\,r^2},\qquad r^2=\frac{D_f}{D_s}.
\]

Since \(z\) grows only as \(\sqrt{\ln(1/q_f)}\), the prefactor varies slowly. The slow coordinate vanishes essentially as a power of the fast one, with an exponent greater than one. A curve of that kind is tangent to the fast axis.

## A couple with no initial difference in species 2

Take round model parameters:

\[
D=\begin{pmatrix}0.04&0.02\\0.01&0.03\end{pmatrix}\ \mu\mathrm{m^2/s},
\quad t=100\ \mathrm h,
\quad c_L=(0.30,0.20),\quad c_R=(0.10,0.20).
\]

The trace is 0.07 and the determinant is \(0.0012-0.0002=0.0010\). The eigenvalues are therefore \(D_f=0.05\) and \(D_s=0.02\ \mu\mathrm{m^2/s}\), and \(r^2=2.5\). The first row of the eigenvalue equation gives \(s_i=(D_i-0.04)/0.02\), hence \(s_f=0.5\) and \(s_s=-1\).

The terminal difference is \((0.20,0)\). Its components must satisfy \(a_f+a_s=0.20\) and \(0.5a_f-a_s=0\), which gives \(a_f=0.1333\) and \(a_s=0.0667\). The lengths \(2\sqrt{D_it}\) are 268 µm for the fast part and 170 µm for the slow part.

| \(x\) (µm) | fast erfc | slow erfc | \(\rho\) | chord slope |
|---:|---:|---:|---:|---:|
| 0 | 1 | 1 | 0.500 | 0.000 |
| 200 | 0.292 | 0.0956 | 0.164 | 0.289 |
| 400 | 0.0350 | 0.000858 | 0.0123 | 0.482 |
| 600 | 0.00157 | 5.73e-7 | 1.83e-4 | 0.500 |

At 400 µm, for instance,

\[
\rho=0.5\times\frac{0.000858}{0.0350}=0.0123,\qquad
\frac{0.5-0.0123}{1+0.0123}=0.482 .
\]

The line joining the terminal compositions has slope zero, yet the path arrives at both ends with slope 0.5. At the centre its tangent slope is \(-0.16\), so it forms an S.

An independent check is to solve the two coupled equations on a grid of 4 µm cells without using eigenvectors. The largest difference from the formula is \(2.2\times10^{-6}\) in mole fraction, and the chord slopes at \(x=\pm802\) µm are both 0.500.

## What this says about uphill transport

Species 2 begins uniform, so its redistribution is driven by the gradient of species 1. Its gradient and flux are

\[
\frac{\partial c_2}{\partial x}=\frac{\partial u_f}{\partial x}(s_f+ms_s),\qquad
J_2=-\frac{\partial u_f}{\partial x}(D_fs_f+mD_ss_s).
\]

Here \(\partial u_f/\partial x<0\). The flux bracket is \(0.025-0.02m\) in µm²/s. Since \(m\) is largest at the centre, where it equals \(0.5\times1.58=0.79\), the bracket stays positive, and species 2 flows to the right everywhere. The gradient bracket is \(0.5-m\). Near the centre it is negative, so \(c_2\) rises to the right and the flow is uphill. Farther out \(m<0.5\), and the flow is downhill.

The change occurs at \(m=0.5\). Because \(a_s/a_f=0.5\), this means \(r\,e^{-(r^2-1)z^2}=1\), or

\[
z_*=\sqrt{\frac{\ln r}{r^2-1}}
=\sqrt{\frac{0.458}{1.5}}=0.553,\qquad
x_*=0.553\times268\ \mu\mathrm m=148\ \mu\mathrm m .
\]

At \(x_*\), \(c_2\) has its maximum of 0.2073; by symmetry there is an equal dip on the left. The grid solution places the maximum in the cell centred at 150 µm, which agrees within the cell size.

The ends of the path thus have a transport meaning. As \(m\to0\), the flux becomes \(J\to-D_f\,\partial c/\partial x\). Each species with a nonzero component in \(v_f\) then runs down its own gradient, with the common diffusivity \(D_f\). In the grid solution at 800 µm, the ratio of flux to negative gradient is 0.0500 µm²/s for both species. In this model, uphill flow of such a species cannot persist into the far tail.

## When the final turn is hidden or absent

If \(a_f=0\), there is no fast tail to survive. The path is then the straight line along \(v_s\). With \(c_L=(0.20,0.10)\), and \(D\), \(t\) and \(c_R\) unchanged, the terminal difference is \(0.1\,(1,-1)\). The grid solution accordingly gives a chord slope of \(-1.000\) at 302 µm.

A small but nonzero \(a_f\) restores the limiting tangent, though perhaps where no measurement can see it. Keep \(D\), \(t\) and \(c_R\) fixed again, and choose \(a_f=0.004\), \(a_s=0.100\), so that \(c_L=(0.204,0.102)\). The slow contribution falls to one tenth of the fast one at 496 µm, where \(c_1\) differs from its terminal value by only \(2.0\times10^{-5}\). In the first couple the same ratio is reached at 249 µm, with a departure of 0.014.

Suppose that departures in \(c_1\) below 0.001 cannot be resolved. At that level the chord slope is 0.494 in the first couple but \(-0.63\) in the second. An observer of the second couple would see a path still directed mainly along the slow eigenvector. Longer annealing would not help while the couple remains effectively infinite: composition depends on \(x/\sqrt t\), so the path keeps its shape and merely occupies a wider zone.

Nearly equal eigenvalues can hide the turn in a similar way, provided the two eigenvectors point in well-separated directions. (If they are nearly parallel, the two parts can be large and almost cancel, and even a small change in their ratio may bend the path visibly.) The exponent \((r^2-1)z^2\) becomes appreciable only at large \(z\), where both tails are already small. If the eigenvalues are equal and \(D\) still has two independent eigenvectors, \(\rho\) is constant and the path is straight.

The order of limits matters too. The result concerns \(|x|\to\infty\) at fixed time. At fixed \(x\) and \(t\to\infty\), \(z\to0\) and \(\rho\to a_s/a_f\). In a closed couple of finite length \(\ell\), the longest-lived variation has wave number \(k=\pi/\ell\), and its two parts decay as \(e^{-D_ik^2t}\). Their slow-to-fast ratio grows as \(e^{(D_f-D_s)k^2t}\). Late homogenization therefore approaches the mean composition along the slow eigenvector, provided \(a_s\neq0\). Far in space the part that spreads fastest survives; late in time the part that decays slowest does.

## Real alloys and a varying diffusion matrix

The value \(D_f=0.05\ \mu\mathrm{m^2/s}=5\times10^{-14}\ \mathrm{m^2/s}\) is a plausible order of magnitude for substitutional diffusion in a hot metal, though such values change by orders of magnitude with temperature. The ratio 2.5 is far from typical when one solute is interstitial, as carbon is in steel. The eigenvalues can then differ by several powers of ten, and the fast direction is a change in the interstitial content at a nearly fixed ratio of the substitutional species. Constant molar volume does not hold for such an alloy, whose compositions are better counted per lattice site. In mole fractions this direction is not along the interstitial axis, because adding interstitial atoms dilutes a substitutional solute M: \(dx_M/dx_C\approx-x_M/(1-x_C)\), which is small only when M is dilute. Real alloys also depart from the assumption of constant \(D\).

For smoothly varying \(D(c)\), linearize about one terminal composition. In the linearized problem the two tails are governed by the eigenvalues of \(D\) there. The neglected terms are quadratic in the departure; those made from the fast part fall roughly as \(e^{-2x^2/(4D_ft)}\), faster than the fast tail itself. Where \(D_f>2D_s\), they can outlast the linear slow tail, but they still vanish relative to the fast one. This suggests that the path ends along the fast eigenvector of the local \(D\), if the fast tail has nonzero amplitude. That amplitude now depends on the whole profile. The argument is asymptotic reasoning, not a proof for every \(D(c)\).

A numerical case supports it. Replace \(D_{12}\) by \(0.10\,c_1\ \mu\mathrm{m^2/s}\), keeping the other entries, the time and the first pair of terminal compositions. At the right end \(D_{12}=0.01\) and \(D_f=0.0462\), so the predicted slope is \((0.0462-0.04)/0.01\approx0.62\). At the left end \(D_{12}=0.03\) and \(D_f=0.0530\), which gives \((0.0530-0.04)/0.03\approx0.43\). The nonlinear grid solution gives 0.618 and 0.434 at \(x=\pm802\) µm, respectively. In this example, varying \(D\) moves the end slopes from the common value 0.50 to two different values, while each end still follows its own fast eigenvector. The numerical output gives further digits.

## Computed results

```
D matrix (um^2/s): [[0.04, 0.02], [0.01, 0.03]]
time: 100 h
left, right (mole fractions): [0.3, 0.2] [0.1, 0.2]
D_fast, D_slow: 0.0500, 0.0200 um^2/s
eigenvector slopes fast, slow: 0.5000, -1.0000
a_fast, a_slow: 0.13333, 0.06667 (mole fraction)
r = 1.5811, r^2 = 2.5000
widths 2 sqrt(D t) fast, slow: 268.3, 169.7 um
x(um) z erfc_fast erfc_slow rho chord_slope tangent_slope
0 0.000 1.000e+00 1.000e+00 5.000e-01 -0.0000 -0.1623
100 0.373 5.982e-01 4.047e-01 3.383e-01 0.1209 -0.0864
200 0.745 2.918e-01 9.558e-02 1.638e-01 0.2889 0.1164
300 1.118 1.138e-01 1.242e-02 5.454e-02 0.4224 0.3378
400 1.491 3.501e-02 8.581e-04 1.225e-02 0.4818 0.4589
600 2.236 1.565e-03 5.733e-07 1.831e-04 0.4997 0.4993
800 2.981 2.483e-05 2.617e-11 5.270e-07 0.5000 0.5000
largest profile difference, simulation - formula: 2.2e-06
simulated chord slope at x=+802 um: 0.50000
simulated chord slope at x=-802 um: 0.50000
tail-ratio correction times z^2 at z=10: 0.2951
its predicted limit: 0.3000
local exponent at z=1: 2.1894
local exponent at z=2: 2.3673
local exponent at z=8: 2.4886
uphill zone half-width x*: 148.3 um
peak c2 at x*: 0.20726
simulated peak cell: 150 um (cell size 4 um)
simulated -J/gradient at 800 um, species 1, 2: 0.05000, 0.05000 um^2/s
weak-fast couple, left end: [0.204, 0.102]
weak-fast a_fast, a_slow: [0.004, 0.1]
main: rho=0.1 at x=249.3 um, c1 departure 1.39e-02
main: c1 departure 0.001 at x=461.8 um, chord slope 0.4941
weak-fast: rho=0.1 at x=496.0 um, c1 departure 1.97e-05
weak-fast: c1 departure 0.001 at x=291.8 um, chord slope -0.6277
no-fast couple, left end: [0.2, 0.1]
no-fast couple, simulated slope at 302 um: -1.000000
variable D: D12 = 0.10*c1 um^2/s, other entries as above
right end: eigenvalues 0.04618, 0.02382 um^2/s; fast slope 0.6180, simulated 0.6179
left end: eigenvalues 0.05303, 0.01697 um^2/s; fast slope 0.4343, simulated 0.4343
```
